# Thermoelectric coefficient of a ferromagnet–Zeeman-split superconductor tunnel junction

## A case with four sharp levels

Let a ferromagnet exchange electrons by tunneling with four sharp levels, at energies measured from the common chemical potential. Spin $+$ has levels at $\Delta-h$ and $-\Delta-h$; spin $-$ has levels at $\Delta+h$ and $-\Delta+h$. This is a superconducting gap with each edge shrunk to a level, and $h$ is the Zeeman energy. Write $G_\pm$ for the tunnel conductances of the two spins.

If the ferromagnet is slightly hotter, a level at energy $E$ receives electrons at a rate proportional to $g(E)=E\,w(E)$, where $w=-\partial f/\partial E$ and $f$ is the Fermi function. Since $w$ is even, $g$ is odd: levels above the chemical potential gain electrons and levels below lose them. The net electron flow is proportional to

$$G_+[g(\Delta-h)-g(\Delta+h)]+G_-[g(\Delta+h)-g(\Delta-h)]=(G_+-G_-)[g(\Delta-h)-g(\Delta+h)].$$

The second factor vanishes without splitting, the first without spin-selective tunneling. With splitting alone, the two spins carry equal and opposite flows: a spin current without a charge current. The theorem replaces the four levels by the superconducting spectrum.

## Assumptions and statement

The normal tunnel conductance is $G_T=G_++G_-$, with polarization $P=(G_+-G_-)/G_T$. Spin $+$ has its magnetic moment along the field, so its energy is lowered by $h$. Electrons have charge $-e$. The voltage $V$ is that of the ferromagnet relative to the superconductor, $\delta T=T_F-T_S$, and $I$ is the electric current from ferromagnet to superconductor. I write $t=k_BT$.

1. The superconductor is described by mean-field pairing with a real gap $\Delta$ and $0\le h<\Delta$. In a real film the usable range is smaller: without spin-orbit scattering and at low temperature, this state has a lower free energy than the normal state only for $h$ below about 0.7 times the zero-temperature gap. Above that it is at best metastable.
2. Tunneling conserves spin and is treated to lowest order.
3. Each electrode is in equilibrium at its own temperature and chemical potential.
4. The normal densities of states and the tunneling probabilities are constant over the energies that matter.

**Theorem.** To linear order,

$$I=GV+\alpha\,\frac{\delta T}{T},\qquad \alpha=-\frac{G_TP}{e}\,J(h),$$

$$J(h)=\int_0^\infty d\xi\,[g(E_\xi-h)-g(E_\xi+h)],\qquad E_\xi=\sqrt{\xi^2+\Delta^2},$$

$$G=G_T\int_0^\infty d\xi\,[w(E_\xi-h)+w(E_\xi+h)].$$

Hence $\alpha=0$ if $P=0$ or $h=0$. If $P\ne0$, $h>0$ and $\Delta-h\ge y_*$, where $y_*\simeq1.543\,t$ is the positive root of $(y/t)\tanh(y/2t)=1$, then $\alpha\neq0$.

## Lemma 1: the spin-resolved density of states

**Lemma.** Relative to the normal state, the density of states for spin $\pm$ is $N_\pm(E)=N_0(E\pm h)$, where $N_0(x)=|x|/\sqrt{x^2-\Delta^2}$ for $|x|>\Delta$ and zero otherwise. Consequently $N_+(-E)=N_-(E)$.

*Proof.* Pairing couples $c_{k+}$ to $c^\dagger_{-k-}$. The electron energy of spin $+$ is $\xi-h$; that of spin $-$ is $\xi+h$, which enters with reversed sign for the hole. The matrix is therefore

$$\begin{pmatrix}\xi-h&\Delta\\ \Delta&-\xi-h\end{pmatrix}=-h+\begin{pmatrix}\xi&\Delta\\ \Delta&-\xi\end{pmatrix}.$$

The last matrix squares to $E_\xi^2$ and has zero trace, so the eigenvalues are $-h\pm E_\xi$. The electron weights $u^2,v^2$ on the upper and lower eigenvectors satisfy $u^2+v^2=1$ and, from the upper diagonal element, $E_\xi(u^2-v^2)=\xi$. Thus $u^2=\tfrac12(1+\xi/E_\xi)$ and $v^2=\tfrac12(1-\xi/E_\xi)$.

With a constant normal density of states, sum over $\xi$ and combine $\xi$ with $-\xi$. Since $u^2(\xi)+u^2(-\xi)=1$, and likewise for $v^2$,

$$N_+(E)=\int_0^\infty d\xi\,[\delta(E+h-E_\xi)+\delta(E+h+E_\xi)].$$

The delta functions contribute $|d\xi/dE_\xi|=E_\xi/|\xi|$ at $E_\xi=|E+h|$, which is $N_0(E+h)$. For spin $-$, replace $h$ by $-h$; the sign of the pairing element also changes, but the weights do not depend on it. Finally, $N_0$ is even, so $N_+(-E)=N_0(-E+h)=N_0(E-h)=N_-(E)$. $\square$

For $h>0$ each spin separately lacks particle-hole symmetry about the chemical potential. The sum $N_++N_-$ has it.

## Lemma 2: the linear response integrals

**Lemma.**

$$G=\sum_\sigma G_\sigma\int dE\,N_\sigma w,\qquad \alpha=-\frac1e\sum_\sigma G_\sigma\int dE\,E N_\sigma w.$$

*Proof.* Measure energies from the superconductor's chemical potential. That of the ferromagnet is then $-eV$, and its occupation is $f_F(E+eV)$. The golden rule gives the electron flow into the superconductor in terms of $f_F(1-f_S)-f_S(1-f_F)=f_F-f_S$. Multiplication by the charge $-e$ gives

$$I=\frac1e\sum_\sigma G_\sigma\int dE\,N_\sigma(E)\,[f_S(E)-f_F(E+eV)].$$

The prefactor is fixed by the normal state: for $N_\sigma=1$ and equal temperatures the integral equals $eV$, so $I=G_TV$.

Set $T_S=T$ and $T_F=T+\delta T$. Since $f$ depends on energy divided by temperature, $\partial f/\partial T=-(E/T)\,\partial f/\partial E=Ew/T$. Therefore

$$f_F(E+eV)-f_S(E)\simeq-w\,eV+Ew\,\frac{\delta T}{T}.$$

Insertion into $I$ gives both integrals. $\square$

**Remark: which side is heated.** If the superconductor's temperature changes instead, $\Delta$ changes too. The resulting change of $N_\sigma$ multiplies $f_S-f_F$, which vanishes in the reference state, so it is of second order. To linear order, the thermal current therefore depends only on the difference $\delta T$, not on which side is heated.

## Proof of the theorem

Substitute $E\to-E$ in the spin $-$ integral of Lemma 2. Since $w$ is even and $N_-(-E)=N_+(E)$,

$$\int dE\,E N_-w=-\int dE\,E N_+w .$$

The two spins therefore enter with opposite signs, and

$$\alpha=-\frac{G_+-G_-}{e}\int dE\,E N_+w=-\frac{G_TP}{e}\int dE\,E N_+w .$$

In the form of $N_+$ found in Lemma 1, the delta functions place $E$ at $E_\xi-h$ and $-(E_\xi+h)$. Because $g$ is odd, the integral is $J(h)$. Without the factor $E$ the two spin integrals are equal, and the evenness of $w$ gives the formula for $G$.

Exchanging $h$ and $-h$ exchanges the terms in $J$, so $J$ is odd and $J(0)=0$. Both stated zeros follow.

For the nonzero statement, use $w(y)=1/[4t\cosh^2(y/2t)]$, whose derivative is $w'=-(w/t)\tanh(y/2t)$. Then

$$g'(y)=w(y)\left[1-\frac yt\tanh\frac y{2t}\right].$$

The bracket decreases for $y>0$ and vanishes at $y_*$, so $g$ decreases beyond $y_*$. If $\Delta-h\ge y_*$, both arguments in $J$ lie in that range and $g(E_\xi-h)>g(E_\xi+h)$ for every $\xi$. Hence $J>0$. $\square$

Under this condition, and for $P,h>0$, the sign is $\alpha<0$. The edge at $\Delta-h$ belongs to the better transmitted spin, so the electrons gained there by the superconductor outnumber those it loses through the other spin's edge at $-(\Delta-h)$. The outer edges at $\pm(\Delta+h)$ act the opposite way, but more weakly. Electrons therefore flow out of the hot ferromagnet, and the electric current flows into it.

**Remark: higher temperature.** The condition $\Delta-h\ge y_*$ is sufficient, not shown to be necessary. A trapezoidal evaluation of $J$ at 25 values of $\Delta/t$ from 0.3 to 15 and 19 values of $h/\Delta$ from 0.05 to 0.95 gave positive results throughout, the smallest being $J/t=3.6\times10^{-5}$. This supports positivity over that range but does not prove it.

**Remark: the normal state.** The formula for $J$ can be continued to $\Delta=0$, where $E_\xi=\xi$. Shifting the integration variables gives

$$J=\int_{-h}^\infty g\,dy-\int_h^\infty g\,dy=\int_{-h}^{h}g\,dy=0,$$

because $g$ is odd. Splitting and polarization do not suffice with a flat density of states; the energy structure of the superconductor is the third ingredient.

**Remark: the Peltier effect.** Heat leaves the ferromagnet at the rate

$$\dot Q=\frac1{e^2}\sum_\sigma G_\sigma\int dE\,(E+eV)N_\sigma(f_F-f_S).$$

At $\delta T=0$ the difference is already $-w\,eV$, so the term linear in $V$ is $-(V/e)\sum_\sigma G_\sigma\int EN_\sigma w\,dE=\alpha V$. This is the Onsager partner of the thermoelectric current. With $\alpha<0$, a small negative $V$ cools the ferromagnet.

## Corollary: the activated regime

At open circuit, $I=0$ gives the Seebeck coefficient

$$\mathcal S=\frac V{\delta T}=-\frac{\alpha}{GT}.$$

With this sign, $\mathcal S>0$ means that the hotter electrode is positive; the convention $\mathbf E=\mathcal S\,\nabla T$ has the opposite sign.

Let $\Delta-h\gg t$. Then $w(y)\simeq e^{-y/t}/t$ at all relevant energies. Define

$$A_1=\int_0^\infty e^{-E_\xi/t}d\xi,\qquad A_2=\int_0^\infty E_\xi e^{-E_\xi/t}d\xi.$$

Collecting the factors $e^{\pm h/t}$ gives

$$J\simeq\frac2t\left[A_2\sinh\frac ht-hA_1\cosh\frac ht\right],\qquad \frac G{G_T}\simeq\frac2tA_1\cosh\frac ht.$$

Put $\xi=\Delta\sinh s$ and $z=\Delta/t$. With $K_n(z)=\int_0^\infty\cosh(ns)\,e^{-z\cosh s}ds$, one finds $A_1=\Delta K_1(z)$. Using $\cosh^2s=(1+\cosh2s)/2$, also $A_2=\Delta^2[K_0(z)+K_2(z)]/2$. Therefore

$$\mathcal S\simeq\frac P{eT}\left[\bar E\tanh\frac ht-h\right],\qquad \bar E=\frac{A_2}{A_1}=\Delta\frac{K_0(z)+K_2(z)}{2K_1(z)}.$$

Here $\bar E$ is the thermal mean of $E_\xi$. Near the edge the density of states varies as $(E_\xi-\Delta)^{-1/2}$, for which the mean excess energy is $t/2$; thus $\bar E\simeq\Delta+t/2$.

If also $h\gg t$, then $\mathcal S\to P(\Delta-h)/(eT)$: each carrier brings an energy near $\Delta-h$, and the less transmitted spin cancels part of the effect. The factor $e^{-(\Delta-h)/t}$ in both $\alpha$ and $G$ has dropped out. A large voltage thus comes with a small current. This holds only while $G$ is thermally activated. In a real junction, lifetime broadening leaves some conductance inside the gap, and at low enough temperature this makes $\mathcal S$ fall on further cooling.

If instead $h\ll t$, then $\mathcal S\simeq Ph(\bar E/t-1)/(eT)$, linear in the splitting. Between these limits, at fixed $\Delta$ and $T$, the derivative with respect to $h$ vanishes at $\cosh^2(h/t)=\bar E/t$. Beyond this point more splitting lowers $\mathcal S$, although it still lowers the activation energy.

## Worked example

Take rough typical values for a thin aluminium film and a cobalt-like electrode separated by alumina: zero-temperature gap $\Delta_0=0.30$ meV, $T=0.50$ K, in-plane field 1.0 T, $P=0.30$ and $G_T=200$ µS. Then $t=0.0431$ meV and $h=\mu_BB=0.0579$ meV.

The gap equation contains $\int d\xi\,[1-f(E_\xi-h)-f(E_\xi+h)]/E_\xi$. Subtracting its zero-temperature form removes the coupling constant and the cutoff:

$$\ln\frac{\Delta_0}\Delta=\int_0^\infty\frac{d\xi}{E_\xi}[f(E_\xi-h)+f(E_\xi+h)].$$

Its numerical root is $\Delta=0.2995$ meV. Thus $(\Delta-h)/t=5.61$, well above 1.543. Numerical quadrature gives $J=3.038\times10^{-3}$ meV and $G/G_T=0.01357$. Since 1 meV$/e$ is 1 mV,

$$\alpha=-(200\ \mathrm{\mu S})(0.30)(3.038\times10^{-3}\ \mathrm{mV})=-0.182\ \mathrm{nA},$$

$$G=2.71\ \mathrm{\mu S},\qquad \mathcal S=\frac{0.1823\ \mathrm{nA}}{(2.714\ \mathrm{\mu S})(0.50\ \mathrm K)}=134\ \mathrm{\mu V/K}.$$

As an independent evaluation, the Bogoliubov matrices were diagonalized on a grid of $\xi$, the tunnel current was summed over their levels, and it was differentiated numerically with respect to temperature. This also gives $-0.182$ nA. Setting $P=0$ or $h=0$ in the sum leaves at most $3\times10^{-12}$ nA, which is rounding error.

The Bessel formula also gives 134 µV/K, whereas $P(\Delta-h)/(eT)$ gives 145 µV/K. The latter makes two approximations that partly cancel. It replaces $\tanh(h/t)=0.87$ by 1, which raises the value, and it drops the $t/2$ in $\bar E$, which lowers it by less.

**Finite temperature difference.** For $\delta T=20$ mK, linear response predicts 2.69 µV. Solving $I=0$ with the full Fermi functions, the ferromagnet alone being heated, gives 2.38 µV, or 11% less.

Most of this reduction follows from the two lowest activated levels, spin $+$ at $\epsilon=\Delta-h$ and spin $-$ at $-\epsilon$. With $t_F=k_BT_F$, $v=eV/t_F$ and $a=\epsilon/t-\epsilon/t_F$, Boltzmann factors for the occupations give currents proportional to $(1+P)[e^{-\epsilon/t}-e^{-\epsilon/t_F-v}]$ and $-(1-P)[e^{-\epsilon/t}-e^{-\epsilon/t_F+v}]$. Setting their sum to zero and dividing by $2e^{-\epsilon/t_F}$ gives

$$P(\cosh v-e^{-a})=\sinh v .$$

Here $a=5.61(1-1/1.04)=0.216$, so $v=0.0587$. In units of $t/e$ the voltage is $1.04v=0.0610$, against the linear value $P(\epsilon/t)(\delta T/T)=0.0673$: a reduction of 9%. A temperature step of 4% is not small when multiplied by an activation exponent of 5.6.

## What real junctions change

**Particle-hole asymmetry.** Both zeros of $\alpha$ rely on assumption 4. Let the superconductor's normal spectral weight vary as $1+a_n\xi$. At $P=h=0$, each level pair contributes $u^2E_\xi w-v^2E_\xi w=\xi w(E_\xi)$, and therefore

$$\alpha_n=-\frac{G_Ta_n}{e}\int_{-\infty}^{\infty}d\xi\,\xi^2w(E_\xi).$$

This ordinary term needs neither splitting nor polarization. For a rough slope of 1 per eV it is $-2.1\times10^{-5}$ nA, about $10^{-4}$ of $\alpha$. A slope in the ferromagnet's density of states or in the tunneling probability follows the energy $E$ instead of $\xi$, which replaces $\xi^2$ by $E_\xi^2$ in the integral. The same 1 per eV then gives $-1.4\times10^{-4}$ nA at $h=0$, about $8\times10^{-4}$ of $\alpha$. At the splitting of the example this term grows to $-2.1\times10^{-4}$ nA, about $1.1\times10^{-3}$ of $\alpha$. A barrier can have a larger slope. For a rectangular barrier of height $\varphi$ and width $b$, the tunneling probability is roughly $e^{-2qb}$ with $q\propto\sqrt\varphi$, and its relative slope is $qb/\varphi$. A probability of $10^{-5}$ and $\varphi=2$ eV give a slope of a few per eV, and thus a term of order $10^{-3}$ of $\alpha$. The estimate leaves out the prefactor of the tunneling probability and the average over channels, so only its order of magnitude is meaningful.

**Broadening, depairing and spin-orbit scattering.** A standard model of a thin diffusive film replaces Lemma 1 by $N_\pm=\operatorname{Im}(u_\pm/r_\pm)$, where $r_\pm=\sqrt{1-u_\pm^2}$ and

$$u_\pm=\frac{E\pm h+i\Gamma}\Delta+\frac{\eta}{\Delta}\frac{u_\pm}{r_\pm}+\frac{\kappa}{\Delta}\frac{u_\mp-u_\pm}{r_\mp}.$$

Here $\Gamma$ is the lifetime broadening, $\eta$ the orbital depairing energy and $\kappa$ the spin-orbit scattering energy. Taking minus the complex conjugate shows that, if $(u_+,u_-)$ solves these equations at $E$, then $(-u_-^*,-u_+^*)$ solves them at $-E$, with positive imaginary parts preserved. Hence $N_+(-E)=N_-(E)$ survives, and so do both zeros of $\alpha$.

For a film of thickness $d=5$ nm and diffusion constant $D=10$ cm²/s, $\eta=De^2B^2d^2/(6\hbar)=0.0063$ meV. I also take $\Gamma=0.0003$ meV and $\kappa=0.010$ meV, again as rough values. The equations were solved by Newton iteration, with $\Delta$ redetermined from

$$\ln\frac{T_c}T=2\pi t\sum_{n\ge0}\left[\frac1{\omega_n}-\frac1{2\Delta}\operatorname{Re}\left(\frac1{r_+}+\frac1{r_-}\right)\right],\qquad k_BT_c=\frac{e^{\gamma}\Delta_0}{\pi}.$$

Here $\omega_n=(2n+1)\pi t$, $\gamma$ is Euler's constant and $r_\pm$ is evaluated at $E=i\omega_n$. Adding the effects in turn, with all other inputs fixed, gives:

| Included | $G$ (µS) | $\alpha$ (nA) | $\mathcal S$ (µV/K) |
|---|---:|---:|---:|
| none | 2.71 | −0.182 | 134 |
| broadening | 2.98 | −0.184 | 124 |
| and orbital | 4.07 | −0.237 | 116 |
| and spin-orbit | 3.85 | −0.210 | 109 |

Together they lower $\mathcal S$ by 19% relative to the ideal model, while $|\alpha|$ rises by 15% and $G$ by 42%. For these inputs the ideal model thus overestimates $\mathcal S$ by 23% and underestimates $|\alpha|$ by 13% and $G$ by 30%, relative to the last row.

**Higher-order tunneling.** For a junction area of 0.01 µm² and a Fermi energy of roughly 12 eV, the number of channels per spin is $k_F^2A/(4\pi)$, with $A$ the area. The mean transparency is then $\tau\simeq10^{-5}$. In a clean contact Andreev reflection adds a conductance of order $(\tau/2)G_T\simeq5\times10^{-6}G_T$, far below the thermal value $0.014\,G_T$. This estimate assumes a uniform barrier and ballistic electrodes. In a diffusive film such as the one above, an electron returns to the barrier many times, which can raise Andreev reflection by orders of magnitude. Its neglect here is therefore an assumption that the clean estimate does not justify.

Fermi-liquid renormalization of $h$, stray fields of the ferromagnet and departures from equilibrium are not included. The first two change the effective splitting, and stray fields can also add depairing; the third invalidates assumption 3. Charging effects are also left out. For an area of 0.01 µm² and an alumina barrier 1–2 nm thick, the capacitance is roughly 0.4–0.8 fF and $e^2/2C$ is 0.1–0.2 meV, larger than $t$. The golden-rule current of Lemma 2 then applies only if the junction sees an environment whose high-frequency impedance is small compared with the resistance quantum $2\pi\hbar/e^2\simeq26$ kΩ.

Numerical values quoted here were computed with a short program.
